# Ballistic resistance of a nanotube-filled 10 nm via

## Problem

A via with a square opening of side $w=10$ nm and height $L=20$ nm is filled with parallel, upright single-wall carbon nanotubes. Each has diameter $d=1$ nm, measured through the carbon nuclei. The tubes are close-packed, with a gap $s=0.34$ nm between neighbouring walls. One third of them are metallic.

**(a)** Take the packing density of an unbounded array and the mean number of metallic tubes. Show that the low-bias ballistic resistance is near 300 Ω. Justify the metallic third and the number of conducting modes per tube.

**(b)** The opening must hold whole tubes, and each tube is metallic by chance. How do these facts change the answer?

**(c)** At 300 K, estimate the effects of scattering, semiconducting tubes and imperfect contacts. Use a mean free path of 1000 nm, a carbon–carbon hopping energy $\gamma_0=2.7$ eV, a bond length $b=0.142$ nm and an extra contact resistance of 5 kΩ per metallic tube. These are rough values.

Throughout, the tubes conduct independently. In (a) and (b) the contacts are ideal: they fill every outgoing mode according to their own Fermi function and absorb every arriving electron.

## Hints

1. Find the area of the primitive cell of a triangular lattice. It contains one tube.
2. A tube is a rolled graphene sheet, so the phase of an electron wave must change by a multiple of $2\pi$ around the circumference. Ask when this condition admits the points where graphene's two bands touch.
3. In one dimension, the velocity of a mode cancels against its density of states.
4. For (b), tube centres must stay at least $d/2$ from each wall. Count row by row.
5. For scattering, combine two sections by summing all reflections between them, and find a quantity that adds.
6. For a band gap, average a step-like transmission over the thermal energy window.

## Solution

### (a) The mean-density estimate

**Number of tubes.** Neighbouring centres are separated by

$$p=d+s=1.34\ \text{nm}.$$

Primitive vectors of the array are $p(1,0)$ and $p(\tfrac12,\tfrac{\sqrt3}{2})$. Their determinant gives the area per tube,

$$A_1=\frac{\sqrt3}{2}p^2=1.555\ \text{nm}^2,$$

so the mean number in the opening is

$$N=\frac{w^2}{A_1}=\frac{100}{1.555}=64.3 .$$

**Which tubes are metallic.** Let $\mathbf a_1,\mathbf a_2$ be graphene's lattice vectors, of length $a=\sqrt3\,b$ and at 60° to each other. An atom of one sublattice has three neighbours on the other, in cells displaced by $0$, $-\mathbf a_1$ and $-\mathbf a_2$. With $k_i=\mathbf k\cdot\mathbf a_i$, nearest-neighbour hopping couples the two sublattice amplitudes through $-\gamma_0 f$, where

$$f=1+e^{-ik_1}+e^{-ik_2}.$$

The two-by-two Hamiltonian has zero diagonal, so its energies are $E=\pm\gamma_0|f|$. The bands touch where $f=0$. Three complex numbers of unit length sum to zero when they point 120° apart. Hence

$$(k_1,k_2)=\pm\left(\frac{2\pi}{3},-\frac{2\pi}{3}\right),$$

which are the two Dirac points.

Rolling the sheet along $\mathbf C=n\mathbf a_1+m\mathbf a_2$ identifies points separated by $\mathbf C$. The wave must be single-valued, so

$$nk_1+mk_2=2\pi q,\qquad q\ \text{an integer}.$$

These are parallel lines in $\mathbf k$ space. Inserting the first Dirac point gives $2\pi(n-m)/3=2\pi q$, or

$$n-m=3q.$$

The second point gives the same condition with $q\to-q$. At fixed $m$, every third value of $n$ satisfies it. If all chiralities are equally abundant, the metallic share over a large set is therefore one third. A finite set departs from this: of the 436 chiralities with diameters from 0.8 to 3.0 nm, counting mirror images once, 152 are metallic, a share of 0.349. Minimizing the band energy along the allowed lines confirmed the rule for each of them. This picture neglects curvature, which returns in Variation 2.

**Modes per metallic tube.** Put $k_1=2\pi/3+x$ and $k_2=-2\pi/3+y$, with small $x,y$, and let $\omega=e^{2\pi i/3}$. Since $e^{-ik_1}\simeq\omega^*(1-ix)$ and $e^{-ik_2}\simeq\omega(1-iy)$,

$$f\simeq-i(\omega^*x+\omega y),\qquad |f|^2\simeq x^2+y^2-xy,$$

because the cross term is $2xy\,\mathrm{Re}(\omega^2)=-xy$. Let $\boldsymbol\kappa$ be the wave vector measured from the Dirac point. With $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$,

$$x=a\kappa_x,\qquad y=a\left(\tfrac12\kappa_x+\tfrac{\sqrt3}{2}\kappa_y\right).$$

On substitution the terms in $\kappa_x\kappa_y$ cancel. The coefficient of $a^2\kappa_x^2$ is $1+\tfrac14-\tfrac12=\tfrac34$, and that of $a^2\kappa_y^2$ is also $\tfrac34$. Thus

$$E\simeq\pm\frac{\sqrt3}{2}\gamma_0a|\boldsymbol\kappa|=\pm\hbar v|\boldsymbol\kappa|,\qquad \hbar v=\frac32\gamma_0 b .$$

In a metallic tube an allowed line passes through the Dirac point. Along it the energy is $\pm\hbar v|\kappa_\parallel|$, which is a pair of crossing straight branches. At a given small energy one branch moves up the tube and the other down. Two Dirac points therefore give two upward modes per spin, and four with spin.

A transmission calculation on rolled lattices, which does not use this expansion, gave 2.0000 modes per spin at 0.1 eV for the (7,7) and (12,0) tubes. For the semiconducting (13,0) tube it gave 0.0000.

**Conductance of one mode.** A mode moving from the left contact has velocity $v_k=\hbar^{-1}dE/dk$, and the one moving back is filled by the right contact. With $k$ states counted as $dk/2\pi$ per unit length, the magnitude of the net current is

$$I_1=e\int\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,(f_L-f_R)
=\frac eh\int dE\,(f_L-f_R).$$

Here $f_L$ and $f_R$ are the contacts' Fermi functions. At equal temperature the last integral is the difference of their chemical potentials, $eV$, provided the mode is open throughout the thermal window. So $I_1=(e^2/h)V$. Four modes in parallel give

$$R_1=\frac{h}{4e^2}=6453\ \Omega$$

for one metallic tube. This resistance does not vanish for a short tube. It expresses the limited number of modes through which wide contacts can exchange electrons.

**The via.** The mean metallic number is $M=N/3=21.4$. Conductances add, so

$$\boxed{R_0=\frac{R_1}{M}=\frac{h}{4e^2}\,\frac{3\sqrt3\,(d+s)^2}{2w^2}
=\frac{6453\ \Omega}{21.44}=301\ \Omega=0.301\ \text{k}\Omega}$$

This is the required result. The height is absent, as it must be without scattering. The area enters as $1/w^2$ because it sets the number of modes.

### (b) Whole tubes and random chirality

**Walls.** The bulk density assigns fractions of tubes to the edges. Let the circles through the nuclei at most touch the walls. The centres then lie in a square of side $w-d=9$ nm. Rows parallel to a wall are $\sqrt3p/2=1.16$ nm apart, so the number of rows is

$$\left\lfloor\frac{9}{1.16}\right\rfloor+1=7+1=8.$$

A row starting at the edge of the centre square holds $\lfloor9/1.34\rfloor+1=7$ tubes. The alternate rows are displaced by $p/2=0.67$ nm and hold $\lfloor8.33/1.34\rfloor+1=7$. The total is $8\times7=56$. A scan over shifts of the lattice and rotations in steps of one degree found no larger number for this undistorted lattice. A slightly distorted one can hold more, as shown below.

With $56/3=18.67$ metallic tubes on average,

$$R_{56}=\frac{6453\ \Omega}{18.67}=346\ \Omega,$$

15% above the mean-density value. Stretching the array a little along its rows recovers part of this loss. Nine rows 1.125 nm apart, with tubes 1.456 nm apart in each row, keep neighbours in adjacent rows at 1.34 nm. They hold $5\times7+4\times6=59$ tubes, which gives 328 Ω, or 9% above the mean-density value. The wall correction therefore depends on how the tubes arrange themselves; the undistorted array of 56 is used below. Clearance between the outer tubes and the wall would reduce the room further. The 300 Ω figure thus describes a bulk packing density applied to a small opening. As $w/p$ grows, the edge correction falls roughly as the ratio of perimeter to area, that is as $1/w$.

**Chance.** Let each of the $N_w=56$ tubes be metallic independently with probability $P=1/3$. The metallic number has mean $N_wP$ and variance $N_wP(1-P)$, so its relative standard deviation is

$$\frac{\sqrt{N_wP(1-P)}}{N_wP}=\sqrt{\frac{1-P}{PN_w}}=\sqrt{\frac{2}{56}}=0.189 .$$

The 5th and 95th percentiles of the metallic number are 13 and 25. The corresponding resistances are 496 Ω and 258 Ω. Because $R\propto1/M$, the average resistance over working vias, about 359 Ω, lies above the 346 Ω obtained from the mean number. Nominally identical vias would therefore differ widely, even with perfect tubes and contacts. This spread is larger than the shift caused by the walls.

### (c) What the ideal estimate leaves out

**Scattering along the tube.** Consider two sections with transmission probabilities $T_1,T_2$ and reflection probabilities $1-T_1,1-T_2$. If phases are lost between sections, probabilities add. Summing the repeated reflections gives

$$T_{12}=T_1T_2\sum_{j=0}^{\infty}[(1-T_1)(1-T_2)]^j
=\frac{T_1T_2}{T_1+T_2-T_1T_2}.$$

Taking the reciprocal and subtracting one,

$$\frac1{T_{12}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).$$

The quantity $1/T-1$ adds. A thin slice of thickness $dz$ reflects with probability $dz/\lambda$, where $\lambda$ is the mean free path for backscattering, and contributes $dz/\lambda$ to the sum. Hence $1/T=1+L/\lambda$ and

$$R(L)=R_0\left(1+\frac L\lambda\right)=301\left(1+\frac{20}{1000}\right)=307\ \Omega.$$

At this height scattering adds 2% to the ballistic value. The condition for ballistic transport is $L\ll\lambda$.

The long path applies at low bias. A current of 10 µA gives a drop of $10\ \mu\text{A}\times301\ \Omega=3.0$ mV. The energy supplied by this drop is far below a rough optical-phonon energy of 0.16 eV, so the field does not bring typical carriers to the threshold for emitting such phonons. At a drop comparable with 0.16 V such emission becomes possible, and the low-bias path can no longer be assumed.

**Semiconducting tubes.** When $n-m$ is not divisible by 3, the nearest allowed line misses the Dirac point by one third of the line spacing. Around a circumference $\pi d$ the spacing is $2\pi/(\pi d)=2/d$, so the miss is $\kappa_\perp=2/(3d)$. The energy along the line is

$$E=\pm\hbar v\sqrt{\kappa_\parallel^2+\kappa_\perp^2},$$

and the gap is

$$E_g=2\hbar v\kappa_\perp=2\cdot\frac32\gamma_0b\cdot\frac{2}{3d}
=\frac{2\gamma_0b}{d}=0.77\ \text{eV}.$$

For the (13,0) tube the formula gives 0.753 eV and the full band expression 0.735 eV. The linear expansion thus overestimates this gap by about 2.5%.

Suppose the Fermi level lies at midgap, chosen as $E=0$, and transmission is zero inside the gap and one per mode outside it. Relative to a gapless tube with the same modes,

$$\frac{G}{G_0}=2\int_{E_g/2}^{\infty}\left(-\frac{df_F}{dE}\right)dE
=\frac{2}{e^{E_g/2kT}+1}=1-\tanh\frac{E_g}{4kT},$$

where $f_F$ is the Fermi function and the factor 2 counts electrons and holes. At 300 K, $kT=0.02585$ eV. Two semiconducting tubes accompany each metallic one, and together they carry $1.45\times10^{-6}$ of its conductance. This share depends exponentially on the gap: raising $\gamma_0$ from 2.7 to 3.1 eV lowers it about ninefold. With rough inputs, the result shows only that the share is very small. Higher subbands lie farther from the Fermi level and are neglected.

Tunnelling is also small. At midgap the wave decays over $\hbar v/(E_g/2)=0.575/0.383=1.5$ nm, much less than 20 nm (the full bands of the (13,0) tube give 1.7 nm). This conclusion fails if the contacts dope the tubes enough to bring the Fermi level near a band edge. Semiconducting tubes then help to conduct.

**Contacts.** An extra 5 kΩ in series with each metallic tube adds $5000/21.44=233$ Ω to the via. The total becomes about 534 Ω without tube scattering. For these inputs, contact quality matters far more than scattering inside the tubes.

**Comparison with real vias.** The assumed density is $1/A_1=0.64$ tubes per nm², or $6.4\times10^{13}$ per cm². This is far from typical: grown tube arrays are usually much sparser. At one tenth of this density, with the other settings fixed, the mean-density resistance is ten times larger, 3.0 kΩ. Real arrays also contain a range of diameters, and often multiwall tubes, for which both the packing and the mode count must be redone. Even the metallic share depends on the growth. If the 43 chiralities between 0.8 and 1.2 nm, of which 16 are metallic, were equally abundant, the share would be 0.372. The resistance at the original density would then be about 270 Ω. Finally, close packing brings neighbouring tubes within reach of intertube coupling. Such coupling can change the states near the Fermi level. The independent-tube model omits this effect, and its size is not estimated here.

## Variation 1: replace the tubes by copper

**Question.** A copper plug fills the same opening. Its resistivity is taken as 10 µΩ cm, a rough value for a very narrow line and well above that of bulk copper. Which via has the lower resistance at 20 nm, and at what height are they equal?

**Solution.** Since 10 µΩ cm is 100 Ω nm, the copper resistance per unit height is

$$c=\frac{\rho}{w^2}=\frac{100\ \Omega\,\text{nm}}{100\ \text{nm}^2}=1.0\ \Omega/\text{nm}.$$

At 20 nm copper gives 20 Ω, against 307 Ω for the tubes. The ballistic via is the worse conductor by a factor of about 15, because its 43 modes per spin leave a floor of 301 Ω however short it is. Copper has such a floor too, but a much lower one. For free electrons with $k_F=13.6\ \text{nm}^{-1}$, the plug has about $k_F^2w^2/(4\pi)\simeq1500$ modes per spin, which gives roughly 9 Ω. Adding this floor raises the plug to about 29 Ω and lowers the factor from 15 to about 11.

With opening, resistivity and mean free path held fixed, equality requires

$$cL=R_0\left(1+\frac L\lambda\right)
\quad\Longrightarrow\quad
L\left(c-\frac{R_0}{\lambda}\right)=R_0,$$

so

$$L_\text{eq}=\frac{R_0}{c-R_0/\lambda}=\frac{301}{1.0-0.301}\ \text{nm}=431\ \text{nm}.$$

A positive solution exists when $\lambda>R_0/c=301$ nm. With a shorter path, the tubes' resistance rises faster with height than that of copper, and the lines never meet. When $L\gg\lambda$, the ratio of tube to copper resistance tends to $R_0/(\lambda c)=0.30$.

The comparison omits the copper plug's liner and its own end resistance, both of which count against copper. For example, a non-conducting liner 2 nm thick on each side leaves $(6/10)^2=0.36$ of the area. At unchanged resistivity the 20 nm plug then has $20/0.36=56$ Ω, still well below the tube value. The liner would also lower the height of equal resistance. Extra contact resistance in the tube via would raise it, and so would slightly sparser packing. For the unlined plug, below about 0.30 of the full density (about 0.11 with the 2 nm liner), $R_0/\lambda$ exceeds $c$, and copper has the lower resistance at every height. With the inputs used here, this includes the one-tenth density considered in (c).

## Variation 2: a small gap in the "metallic" tubes

**Question.** Curvature opens a gap of roughly 0.04 eV in a metallic zigzag tube near 1 nm in diameter. How large could its effect be at 300 K? Why can an armchair tube escape it?

**Solution.** Curvature makes the three hoppings unequal and so moves the zero of $f$. A gap opens if the zero leaves the allowed line. In an armchair tube, $n=m$, one bond of each atom lies along the circumference and the other two are mirror images. Their hoppings are $t_1$ and $t_2,t_2$, so the coupling is proportional to

$$t_1+t_2(e^{-ik_1}+e^{-ik_2}).$$

On the line $k_2=-k_1$ this becomes $t_1+2t_2\cos k_1$, which still vanishes for some $k_1$ when $|t_1|<2|t_2|$. That line is allowed, since $n(k_1+k_2)=0$. The crossing survives in this model of an isolated tube. In a close-packed bundle, coupling to neighbouring tubes can break the mirror symmetry and suppress the states at the crossing. In a zigzag tube, $m=0$, two bonds are again mirror images, but the third lies along the axis. The coupling is proportional to $t_2(1+e^{-ik_1})+t_1e^{-ik_2}$, and the allowed line fixes $k_1=2\pi/3$. There $|1+e^{-ik_1}|=1$, so the coupling can vanish only if $|t_1|=|t_2|$. Curvature breaks this equality and opens a gap.

For the zigzag gap, the thermal formula gives

$$\frac G{G_0}=1-\tanh\frac{0.040}{4(0.02585)}=0.631.$$

If every metallic tube had this gap, with the Fermi level at its centre, the mean-density resistance would be $301/0.631=477$ Ω. In a mixture containing armchair tubes the loss is smaller.

This value belongs to a tube long enough for the gap to block transmission. The midgap decay length is $\hbar v/(E_g/2)=0.575/0.020=29$ nm, longer than the 20 nm via. Tunnelling through the gap is then substantial, and the step-like transmission is not accurate. The 477 Ω figure shows the scale of the effect in a taller ballistic via whose contacts cause no reflection outside the gap. It is not a prediction for this one, nor an upper bound. If the gapped section joins gapless ends abruptly, electrons just outside the gap are partly reflected, and a tall via comes to about 580 Ω. At 20 nm such a section transmits $1/\cosh^2(20/29)\approx0.64$ at midgap and gives about 400 Ω. Doping by the contacts weakens the effect further: if the Fermi level lies several $kT$ outside the gap, the thermal window contains open modes and the resistance returns towards 301 Ω.

The main values from the solution and variations are collected in the numerical output below.

## Computed results

```
via side: 10.0 nm; height: 20.0 nm
tube diameter: 1.00 nm; wall gap: 0.34 nm
pitch: 1.34 nm
area per tube: 1.5550 nm^2
mean number of tubes: 64.31
mean number of metallic tubes: 21.44
resistance of one metallic tube: 6453.2 ohm
via resistance, mean density: 301.0 ohm
via resistance, mean density: 0.3010 kohm
counted/derived packing density: 0.99959
tubes in rows parallel to a wall: 56
most whole tubes found in scan: 56
mean metallic number, whole tubes: 18.67
via resistance, whole tubes: 345.7 ohm
whole-tube increase: 14.8 %
chiralities, 0.8-1.2 nm: 43, metallic: 16
chiralities, 0.8-3.0 nm: 436, metallic: 152
metallic share, 0.8-3.0 nm: 0.3486
modes per spin at 0.1 eV, (7,7): 2.0000
modes per spin at 0.1 eV, (12,0): 2.0000
modes per spin at 0.1 eV, (13,0): 0.0000
relative spread of metallic number: 18.9 %
metallic number, 5th and 95th percentile: 13, 25
resistance at these: 496, 258 ohm
mean free path (rough): 1000 nm
via resistance with scattering: 307.1 ohm
temperature: 300 K; kT: 0.02585 eV
hopping (rough): 2.7 eV; bond: 0.142 nm
semiconducting gap at 1 nm: 0.767 eV
(13,0) gap, bands: 0.735 eV
(13,0) gap, formula: 0.753 eV
semiconducting/metallic conductance: 1.45e-06
curvature gap (rough): 0.040 eV
conductance factor at that gap: 0.631
via resistance if all metallic have it: 477 ohm
extra contact per tube (rough): 5000 ohm
extra contact for the via: 233 ohm
current: 10.0 uA; drop: 3.01 mV
current per metallic tube: 0.467 uA
optical phonon energy (rough): 0.16 eV
copper resistivity (rough): 10.0 uohm cm
copper plug resistance: 20.0 ohm
height of equal resistance: 431 nm
```
